Exchange energy of a Gaussian orbital in a periodic box

**Exercise**

One electron occupies a normalised real spin-orbital φ(r) ∝ exp(−r²/4s²). Its density is

n(r) = φ(r)² = (2πs²)^(−3/2) exp(−r²/2s²).

A plane-wave calculation places it in a cubic box of side L and volume V = L³, repeated periodically, with the Γ point as the only k-point. The Coulomb kernel 4π/G² diverges at G = 0, and three treatments are to be compared:

- No correction: the G = 0 term is dropped.
- Probe charge: the G = 0 term gets a finite value, chosen so that a point charge has the same self-interaction in the box as in free space.
- Spherical truncation: 1/r is replaced by zero beyond the radius Rc of the sphere of volume V.

(a) Find the exchange energy of the isolated orbital.
(b) Find how the error of each treatment, E − E_iso, depends on L in large boxes, with its sign.
(c) For s = 1 bohr, compare the errors in boxes of 8 to 20 bohr, and find the box that brings each error down to 0.001 hartree.

Hartree atomic units are used. R denotes the lattice vectors of the boxes and G the reciprocal lattice vectors.

**Hints**

1. For one spin-orbital the exchange energy is minus half the Coulomb interaction of n with itself. The distribution of the separation of two points drawn from n is all you need.
2. Without correction, the energy contains the sum of exp(−γG²)/G² at γ = s². Differentiate with respect to γ to remove the denominator, then go to real space.
3. Let the width of a Gaussian probe go to zero to find the G = 0 value for a point charge.
4. Treat truncation in real space. Ask which part of the electron's own interaction is lost, and which part of the interaction with images gets in.

**Solution**

*Isolated orbital.* The exchange energy of one real spin-orbital is

E_iso = −½ ∫∫ φ(r)φ(r′)φ(r′)φ(r)/|r−r′| d³r d³r′ = −½ ∫∫ n(r)n(r′)/|r−r′| d³r d³r′.

Let u = r − r′. Each component of r and r′ has variance s², so each component of u has variance 2s², and u is distributed as

P(u) = (4πs²)^(−3/2) exp(−u²/4s²).

The mean of 1/u is

∫₀^∞ 4πu P(u) du = 4π · 2s² / (8π^(3/2)s³) = 1/(√π s).

Hence

E_iso = −1/(2√π s).

For s = 1 bohr this is −0.282095 hartree, or −7.676 eV.

*Energy in the box.* The periodic density n_L has the coefficients n(G) = ∫_box n_L(r) exp(−iG·r) d³r, so n_L = (1/V) Σ_G n(G) exp(iG·r). Inserting this series into the interaction of one box with the whole lattice gives

E = −(1/2V) Σ_G v(G) |n(G)|², with n(0) = 1.

The periodic orbital is a renormalised sum of images of φ. The product of two neighbouring images follows from completing the square:

r² + (r−R)² = 2(r−R/2)² + R²/2.

The product is therefore a Gaussian midway between them, with integral

q = exp(−L²/8s²).

For now q is neglected; Variation 2 restores it. The density is then a sum of separate Gaussians, and

|n(G)|² = exp(−G²s²).

*The lattice sum.* Define

S(γ) = (4π/V) Σ_{G≠0} exp(−γG²)/G²,
D(γ) = 1/√(πγ) − S(γ).

By the calculation of part (a) with s² replaced by γ, the term 1/√(πγ) is the self-interaction of an isolated Gaussian charge of that width. S(γ) is the same quantity in the periodic box without G = 0, that is, with a uniform neutralising background. So −D(γ) is the interaction of the charge with its images and the background, with the zero of potential fixed so that the periodic potential averages to zero over the box, which is what dropping G = 0 does.

Differentiation gives

D′(γ) = −1/(2√π γ^(3/2)) + (4π/V) Σ_{G≠0} exp(−γG²).

Consider normalised Gaussians (4πγ)^(−3/2) exp(−r²/4γ) placed on all lattice points. Their sum has Fourier coefficients exp(−γG²). Its value at the origin, written in both ways, is the Poisson formula

(1/V) Σ_G exp(−γG²) = (4πγ)^(−3/2) Σ_R exp(−R²/4γ).

The sum in D′ lacks G = 0, so 1/V must be subtracted. The R = 0 term contributes 4π(4πγ)^(−3/2) = 1/(2√π γ^(3/2)), which cancels the first term of D′. What remains is

D′(γ) = −4π/V + 4π(4πγ)^(−3/2) Σ_{R≠0} exp(−R²/4γ).

Now integrate from 0 to γ. In the image terms put w = R/(2√t), so that t^(−3/2) dt = −(4/R) dw. Each becomes

(1/(2√π)) (4/R) ∫ exp(−w²) dw = erfc(R/(2√γ))/R,

where the integral runs from R/(2√γ) to infinity. Therefore

D(γ) = α/L − 4πγ/V + Σ_{R≠0} erfc(R/(2√γ))/R.

The constant D(0) is an inverse length, and L is the only length left when γ = 0, so it has the form α/L. For small γ the erfc terms are negligible and D is linear, so α/L = 2D(γ) − D(2γ). This gives α = 2.837297, the Madelung constant of a simple cubic array of point charges in a uniform background.

*No correction.* Here E = −½S(s²) = −½/(√π s) + ½D(s²), hence

E − E_iso = α/(2L) − 2πs²/L³ + ½ Σ_{R≠0} erfc(R/2s)/R.

The last sum is exponentially small. The leading error is positive: a charge is attracted by the background more than it is repelled by its images, which lowers its self-interaction, and exchange is minus half of that. The leading term does not depend on s, so a more compact orbital does not reduce it in hartree; only its ratio to |E_iso|, which is α√π s/L, becomes smaller.

*Probe charge.* A narrow probe has |n(G)|² → 1. Its self-interaction in the box, v(0)/V + S(γ), must equal the isolated value 1/√(πγ) as γ → 0. Thus v(0)/V = D(0), or

v(0) = αL².

Since n(0) = 1, this term adds −α/(2L) to the exchange energy and removes the leading error:

E − E_iso = −2πs²/L³, up to exponentially small terms.

The origin of the remainder is visible in D(s²). For a charge of width s the appropriate value is v(0) = V D(s²) ≈ αL² − 4πs². The point probe, having no extent, makes v(0) too large by 4πs², and the exchange energy too negative by 2πs²/V.

*Spherical truncation.* The transform of 1/r inside Rc is

v(G) = ∫₀^Rc 4πr² (1/r) sin(Gr)/(Gr) dr = 4π(1 − cos GRc)/G².

Because 1 − cos x ≈ x²/2, it has the finite limit v(0) = 2πRc², and no further correction is needed. In real space the energy is

E = −½ Σ_R ∫_{u<Rc} P(u−R)/u d³u.

The R = 0 term is the electron's own interaction without the part beyond Rc. That lost tail is ∫_Rc^∞ 4πuP(u) du = exp(−Rc²/4s²)/(√π s), so the error from it is

tail: +exp(−Rc²/4s²)/(2√π s).

For R ≠ 0, average P(u−R) over the directions of u. With μ the cosine of the angle between u and R,

½ ∫₋₁¹ exp(uRμ/2s²) dμ = (s²/uR) [exp(uR/2s²) − exp(−uR/2s²)].

Multiplying by 4πu and by the remaining factors of P, the interaction with one image is

I(R) = (1/(2√π sR)) ∫₀^Rc [exp(−(u−R)²/4s²) − exp(−(u+R)²/4s²)] du.

The first integral equals √π s [erfc((R−Rc)/2s) − erfc(R/2s)], and the second √π s [erfc(R/2s) − erfc((R+Rc)/2s)]. Their difference gives

I(R) = (1/2R) [erfc((R−Rc)/2s) + erfc((R+Rc)/2s) − 2 erfc(R/2s)].

Each image contributes −½I(R) to the error.

For the sphere of volume V, Rc = (3/4π)^(1/3) L = 0.6204L. This is more than half the distance to the nearest image. The image error falls roughly as exp(−(L−Rc)²/4s²) = exp(−0.036L²/s²), the tail as exp(−0.096L²/s²), and the neglected overlap as exp(−0.125L²/s²). The six nearest images therefore dominate in large boxes:

E − E_iso ≈ −(3/2L) erfc((L−Rc)/2s).

The energy is too negative because the electron interacts with parts of its own images.

*Numbers for s = 1 bohr.* At L = 12 bohr the first two laws give

α/(2L) = 2.837297/24 = 0.118221 hartree,
−2πs²/L³ = −6.283185/1728 = −0.003636 hartree.

Without correction the error is their sum, 0.1146 hartree (3.12 eV), which is 41% of |E_iso|. With the probe charge it is −0.003636 hartree (−0.099 eV), or 1.3% of |E_iso|. For truncation the leading image term is −1.59×10⁻⁴ hartree (−0.0043 eV), or 0.06% of |E_iso|; the tail is only 2.7×10⁻⁷ hartree.

The following errors, in hartree, were computed with the full periodic orbital, overlap included:

| L (bohr) | none | probe | truncation |
|---|---|---|---|
| 8 | 1.66×10⁻¹ | −1.18×10⁻² | −4.96×10⁻³ |
| 12 | 1.15×10⁻¹ | −3.64×10⁻³ | −1.59×10⁻⁴ |
| 16 | 8.71×10⁻² | −1.53×10⁻³ | −1.64×10⁻⁶ |
| 20 | 7.01×10⁻² | −7.85×10⁻⁴ | −5.94×10⁻⁹ |

From 8 to 16 bohr the uncorrected error falls by a factor of 1.9, the probe error by 7.7, and the truncation error by about 3000. The factor 7.7 is below the 8 of the cubic law because the overlap still matters at 8 bohr.

For an error of 0.001 hartree, the uncorrected treatment needs L ≈ α/0.002 = 1419 bohr. The probe charge needs (2π/0.001)^(1/3) = 18.5 bohr, and truncation 10.1 bohr, found numerically.

In these boxes truncation is the most accurate of the three. The ranking is not claimed for boxes so small that the images overlap strongly. The Gaussian decay belongs to this orbital: truncation errors come from the tails of the pair distribution P, so an orbital with exponential tails would give exponential decay instead. For φ ~ exp(−κr), up to powers of L, the image error of the equal-volume sphere falls as exp(−0.76κL), tail and images at Rc = L/2 as exp(−κL), and the overlap of neighbouring images also as exp(−κL), so the overlap can then not be neglected as readily as here.

**Variation 1: truncation at Rc = L/2**

*Does a smaller sphere make the result worse?*

Now L − Rc = Rc, so tail and images share the exponent L²/16s². With the six nearest images,

E − E_iso ≈ exp(−L²/16s²)/(2√π s) − (3/2L) erfc(L/4s).

For large x, erfc(x) ≈ exp(−x²)/(√π x). With x = L/4s the image term becomes −6s exp(−L²/16s²)/(√π L²), which is smaller than the tail by the factor 12s²/L². The tail wins in large boxes, and the energy is not negative enough.

At L = 12 bohr the tail is 3.48×10⁻⁵ and the image term −2.76×10⁻⁶ hartree. The total, 3.2×10⁻⁵ hartree, is one fifth of the error of the larger sphere. At 8 bohr the two radii do about equally well, with errors of opposite sign: 4.91×10⁻³ against −4.96×10⁻³ hartree. An error of 0.001 hartree is reached at 9.4 bohr instead of 10.1.

The slower of the two decays is set by the smaller of Rc and L − Rc. That smaller length is greatest at Rc = L/2, so among fixed ratios Rc/L this one has the largest Gaussian exponent as L grows. It does not give the smallest error in a given box. In the boxes of the table the error is positive at Rc = L/2 and negative at Rc = 0.6204L, so tail and images cancel at some radius in between, and that radius depends on L and s.

**Variation 2: the overlap of the images**

*How does the neglected overlap q change the uncorrected energy, to first order?*

Before normalisation, one box holds the central Gaussian with weight 1 and the products with six neighbours. Each midpoint is shared by two boxes, so there are three midpoints per box. Each carries weight 2q, since the product of two images occurs twice in the square of the sum. The norm is 1 + 6q. After division by it, the centre has weight 1 − 6q and each midpoint 2q, all with the original Gaussian width.

Let U(d) be the interaction of such a Gaussian, displaced by d from a lattice point, with the periodic array:

U(d) = (1/V) Σ_G v(G) exp(−G²s²) cos(G·d).

Write U(L/2) for a displacement of L/2 along a box edge. To first order in q,

E = −½ [(1 − 12q) U(0) + 2 · 3 · 2q U(L/2)] = −½U(0) + 6q [U(0) − U(L/2)].

At L = 10 bohr, q = 3.73×10⁻⁶, and the formula gives +6.49×10⁻⁶ hartree, in agreement with the shift computed from the full periodic orbital. Charge moved to the midpoints interacts less strongly with the rest, so exchange becomes less negative. The probe term v(0) cancels in U(0) − U(L/2), so the probe-charge energy shifts by the same amount.

This also accounts for the probe entry at 8 bohr. The cubic law gives −2π/512 = −0.01227 hartree, while the full result is −0.01182. The erfc terms are far too small to supply the difference of 0.00045 hartree, so it comes from the overlap. In still smaller boxes the periodic orbital is no longer a good copy of the isolated one, and v(0), which only adds the constant −v(0)/2V to the energy, leaves this change of shape untouched.

Numbers as computed

```
width s = 1.0 bohr
isolated E_iso = -0.282095 hartree = -7.6762 eV
E_iso by quadrature = -0.282095 hartree
Madelung constant alpha = 2.837297 (no unit)
alpha from direct sum over cubes = 2.8373 (no unit)
equal-volume sphere Rc/L = 0.6204 (no unit)
Energies in hartree: L/bohr, none, probe, sphere, Rc=L/2
  8.0  -0.116586  -0.293917  -0.287051  -0.277187
 10.0  -0.146507  -0.288371  -0.283160  -0.281603
 12.0  -0.167510  -0.285731  -0.282254  -0.282063
 14.0  -0.183053  -0.284385  -0.282113  -0.282094
 16.0  -0.194963  -0.283629  -0.282096  -0.282095
 20.0  -0.211948  -0.282880  -0.282095  -0.282095
Errors E - E_iso in hartree: same columns
  8.0   1.66e-01  -1.18e-02  -4.96e-03   4.91e-03
 10.0   1.36e-01  -6.28e-03  -1.07e-03   4.92e-04
 12.0   1.15e-01  -3.64e-03  -1.59e-04   3.21e-05
 14.0   9.90e-02  -2.29e-03  -1.83e-05   1.27e-06
 16.0   8.71e-02  -1.53e-03  -1.64e-06   3.03e-08
 20.0   7.01e-02  -7.85e-04  -5.94e-09   3.80e-12
Terms at L = 12 bohr, in hartree:
  alpha/(2L) = 0.118221
  -2 pi s^2/L^3 = -0.003636
  truncation, equal-volume sphere: tail 2.71e-07, images -1.59e-04
  truncation, Rc = L/2: tail 3.48e-05, images -2.76e-06
  leading image term, equal-volume sphere = -1.59e-04
Errors at L = 12 bohr, in eV:
  no correction: 3.12e+00
  probe charge: -9.89e-02
  truncation, equal-volume sphere: -4.33e-03
  truncation, Rc = L/2: 8.73e-04
power of L in probe error, 12 to 20 bohr = -3.0000 (no unit)
overlap q at L = 10 bohr = 3.73e-06 (no unit)
overlap shift there, no correction = 6.49e-06 hartree
first-order formula for it = 6.49e-06 hartree
Box side in bohr for an error of 0.001 hartree:
  no correction: 1418.6
  probe charge: 18.5
  truncation, equal-volume sphere: 10.1
  truncation, Rc = L/2: 9.4
```
